\section*{The sheath criterion for two cold positive ion species}

\section{What the sheath can ask of the ions}

\textbf{Q.} A plasma with one positive ion must deliver it to the sheath at no less than its Bohm speed. With two ions, surely each must reach its own Bohm speed. What else could the sheath demand?

\textbf{A.} The sheath responds to charge density, and both ions contribute to it. We should therefore compute the charge before assigning a condition to either species.

Take a planar, steady sheath with no collisions or ionization inside it. At its edge the potential $\phi$, the field and the net charge vanish. Singly charged species $j=1,2$ enter with mass $M_j$, a single speed $v_j$ and density $n_{j0}$. The electron density there is $n_0$, and $a_j=n_{j0}/n_0$, so that $a_1+a_2=1$. Electrons follow the Boltzmann relation with temperature $T_e$, written as an energy. Define
\begin{equation}
\eta=-\frac{e\phi}{T_e},\qquad K_j=\frac{M_jv_j^2}{T_e},\qquad c_j=\sqrt{\frac{T_e}{M_j}} .
\end{equation}
The potential falls towards the wall, so $\eta$ grows from zero. The speed $c_j$ is the Bohm speed species $j$ would have if it were alone, and $K_j=v_j^2/c_j^2$.

\textbf{Q.} How do the ion densities follow from that?

\textbf{A.} Let $u_j$ be the local speed. Energy conservation gives
\begin{equation}
\tfrac12M_ju_j^2=\tfrac12M_jv_j^2+T_e\eta
\quad\Rightarrow\quad
u_j=v_j\sqrt{1+2\eta/K_j}.
\end{equation}
With no source, $n_ju_j=n_{j0}v_j$, hence
\begin{equation}
n_j=n_{j0}(1+2\eta/K_j)^{-1/2},\qquad n_e=n_0e^{-\eta}.
\end{equation}
Poisson's equation is $\epsilon_0\phi''=-e(n_1+n_2-n_e)$. Substitute $\phi=-T_e\eta/e$ and measure $x$, directed towards the wall, in Debye lengths $\lambda_D=\sqrt{\epsilon_0T_e/(n_0e^2)}$. The two minus signs cancel:
\begin{equation}
\eta''=\rho(\eta)=\sum_ja_j\left(1+\frac{2\eta}{K_j}\right)^{-1/2}-e^{-\eta}.
\label{poisson}
\end{equation}

\textbf{Q.} Where does this restrict the entry speeds?

\textbf{A.} Look just inside the edge. From $(1+z)^{-1/2}=1-z/2+3z^2/8+\dots$ with $z=2\eta/K_j$, and $e^{-\eta}=1-\eta+\eta^2/2-\dots$, the constants cancel because $\sum a_j=1$. What remains is
\begin{equation}
\rho=(1-S)\eta+b\eta^2+O(\eta^3),
\label{expand}
\end{equation}
\begin{equation}
S=\sum_j\frac{a_j}{K_j}=\sum_j\frac{n_{j0}}{n_0}\frac{T_e}{M_jv_j^2},\qquad
b=\frac12\left(3\sum_j\frac{a_j}{K_j^2}-1\right).
\end{equation}
For a small drop $\eta$, the electron density falls by the fraction $\eta$ and the total ion density by $S\eta$. Ions that enter with less kinetic energy thin out more, because the same energy gain changes their speed by a larger fraction. The positive charge that bends the potential downwards appears when the ions thin out less than the electrons, which means $S<1$.

\section{Necessity and sufficiency}

\textbf{Q.} That is a statement about curvature. Could the potential not leave the edge with a slope and pass through a region of wrong curvature?

\textbf{A.} Not if the edge field is zero. Multiply (\ref{poisson}) by $\eta'$. The left side is $(\eta'^2/2)'$, and the right side is the derivative of $\int_0^\eta\rho\,d\eta$. Since
\begin{equation}
\int_0^\eta\left(1+\frac{2s}{K_j}\right)^{-1/2}ds
=K_j\left[\left(1+\frac{2\eta}{K_j}\right)^{1/2}-1\right],
\end{equation}
we obtain
\begin{equation}
\frac{\eta'^2}{2}=W(\eta)=\sum_ja_jK_j\left[\left(1+\frac{2\eta}{K_j}\right)^{1/2}-1\right]+e^{-\eta}-1 .
\label{first}
\end{equation}
Integrating (\ref{expand}) gives $W=(1-S)\eta^2/2+b\eta^3/3+\dots$. If $S>1$, $W$ is negative at small positive $\eta$, while $\eta'^2/2$ cannot be. The sheath therefore needs $S\le1$.

The linear equation $\eta''=(1-S)\eta$ shows what happens on each side. For $S<1$ the potential decays into the plasma as $e^{\sqrt{1-S}\,x}$, with $x\to-\infty$. For $S>1$ it oscillates with wavenumber $\sqrt{S-1}$. Direct solutions of (\ref{poisson}) with $a=(0.4,0.6)$ tested both. For $K=(1.5,3.0)$, $S=0.4667$ and the decay rate was 0.7303, equal to $\sqrt{1-S}$ at this precision. For $K=(0.5,0.9)$, $S=1.4667$ and the wavenumber was 0.6831, equal to $\sqrt{S-1}$.

\textbf{Q.} You have shown that $S\le1$ lets the sheath start. With one slow and one fast species, could the charge not reverse further in?

\textbf{A.} It cannot. At fixed $\eta>0$ let $f(y)=(1+2\eta y)^{-1/2}$. Then
\begin{equation}
f'(y)=-\eta(1+2\eta y)^{-3/2},\qquad
f''(y)=3\eta^2(1+2\eta y)^{-5/2}>0 .
\end{equation}
For a convex function the weighted mean of the values is at least the value at the weighted mean. With $y_j=1/K_j$ and weights $a_j$, that mean is $S$. Because $f$ decreases, $S\le1$ gives
\begin{equation}
\sum_ja_jf(1/K_j)\ \ge\ f(S)\ \ge\ f(1)=(1+2\eta)^{-1/2}.
\end{equation}
Finally $e^{2\eta}>1+2\eta$, and taking the power $-1/2$ reverses the inequality: $(1+2\eta)^{-1/2}>e^{-\eta}$. Thus $\rho>0$ for every $\eta>0$. Its integral $W$ is positive too, so the slope never vanishes on the way to the wall. Under the stated assumptions,
\begin{equation}
\boxed{\ \frac{n_{10}}{n_0}\frac{T_e}{M_1v_1^2}+\frac{n_{20}}{n_0}\frac{T_e}{M_2v_2^2}\le1\ }
\label{criterion}
\end{equation}
is necessary and sufficient for a monotone sheath.

\textbf{Q.} Does equality really belong? The linear term has gone.

\textbf{A.} The quadratic term decides. The mean of a square is at least the square of the mean, so $\sum a_j/K_j^2\ge S^2=1$ and $b\ge(3-1)/2=1$. Near the edge $\eta'=\sqrt{2b/3}\,\eta^{3/2}$. Separating variables gives
\begin{equation}
2\eta^{-1/2}=\sqrt{\frac{2b}{3}}\,(x_0-x)
\quad\Rightarrow\quad
\eta=\frac{6}{b(x_0-x)^2},
\end{equation}
where $x_0$ is a constant of integration. The potential fades algebraically instead of exponentially. In both cases the edge lies infinitely many Debye lengths away, which is the mathematical form of a sheath thin compared with the plasma.

\section{Two speeds and one inequality}

\textbf{Q.} Then one species may enter as slowly as it likes if the other is fast enough?

\textbf{A.} Not quite. Both terms in (\ref{criterion}) are positive, so each is less than one:
\begin{equation}
v_j>\sqrt{a_j}\,c_j .
\label{lower}
\end{equation}
This floor lies below the individual Bohm speed. Species 1 approaches it on the marginal curve $S=1$ as $v_2\to\infty$. For a trace species, $a_1\to0$, the floor goes to zero. If the trace ion enters well above its floor, its term in $S$ is small and the majority ion has to satisfy nearly the usual single-ion condition. A trace ion close to its floor still uses up most of the sum, and the majority ion must then be much faster.

Two points on the marginal curve have simple forms. If $v_j=c_j$ for both, then $S=a_1+a_2=1$. If both have the same speed $v$, then
\begin{equation}
\frac{a_1c_1^2+a_2c_2^2}{v^2}=1
\quad\Rightarrow\quad v=\sqrt{a_1c_1^2+a_2c_2^2}.
\end{equation}
The sheath accepts either.

\textbf{Q.} Perhaps the total ion flux is fixed, even if the speeds are not.

\textbf{A.} It is bounded below but not fixed. The flux is $\Gamma=n_0\sum a_jv_j$. Split each term of $\sum a_jc_j^{2/3}$ and use H\"older's inequality with exponents 3 and $3/2$:
\begin{equation}
\sum_ja_jc_j^{2/3}=\sum_j\left(\frac{a_jc_j^2}{v_j^2}\right)^{1/3}(a_jv_j)^{2/3}
\le S^{1/3}\left(\sum_ja_jv_j\right)^{2/3}.
\end{equation}
Raise this to the power $3/2$ and use $S\le1$:
\begin{equation}
\Gamma\ge n_0\left(\sum_ja_jc_j^{2/3}\right)^{3/2}.
\label{fluxbound}
\end{equation}
Equality requires $S=1$ and $v_j\propto c_j^{2/3}$, which is neither of the two simple points when the masses differ. There is no upper bound, since one speed can grow without limit along the curve.

\section{What selects the speeds}

\textbf{Q.} An actual plasma does not offer a menu. Something must choose.

\textbf{A.} The quasineutral presheath does. Let $F_j$ be the deceleration of species $j$ by collisions, and take constant fluxes. In this passage $a_j$ and $v_j$ are local values and $x$ has its ordinary dimension. Momentum balance and flux conservation are
\begin{equation}
v_jv_j'=c_j^2\eta'-F_j,\qquad \frac{n_j'}{n_j}=-\frac{v_j'}{v_j}.
\end{equation}
Differentiate $n_1+n_2=n_e\propto e^{-\eta}$ and divide by $n_e$. This gives $\sum a_jv_j'/v_j=\eta'$. Inserting $v_j'=(c_j^2\eta'-F_j)/v_j$,
\begin{equation}
\eta'\sum_j\frac{a_jc_j^2}{v_j^2}-\sum_j\frac{a_jF_j}{v_j^2}=\eta'
\quad\Rightarrow\quad
\eta'(S-1)=\sum_j\frac{a_jF_j}{v_j^2}.
\label{presheath}
\end{equation}
With a positive right side, a falling potential needs $S>1$ in the plasma. As $S$ comes down to 1 the gradient diverges and neutrality fails. The sheath accepts $S\le1$, so the two regions join at $S=1$. Equality therefore comes from the join, and the route by which the ions reach it sets the separate speeds.

\textbf{Q.} Show me a route that gives the individual Bohm speeds, and one that does not.

\textbf{A.} Let neutral drag be $F_j=v_j^2/\lambda$ with the same mean free path $\lambda$ for both ions. Dividing the momentum equation by $c_j^2$ gives
\begin{equation}
\tfrac12K_j'=\eta'-K_j/\lambda .
\end{equation}
The mass has disappeared. If $K_1=K_2$ at the start, they remain equal, and $S=1/K=1$ puts both at their Bohm speeds. A collisionless fall from rest at one common potential would also keep $K_1=K_2$, since each ion gains the same energy. In plane geometry without a source it cannot serve as the presheath, however: with $F_j=0$, (\ref{presheath}) allows no potential gradient while $S>1$.

Now add friction between the ions. It takes momentum from the faster light ion and gives it to the heavy one. In units of $M_2$, $T_e$, $\lambda$ and the starting density, with $m=M_1/M_2$,
\begin{equation}
F_1=v_1^2+\frac{g\,n_2(v_1-v_2)}{m},\qquad F_2=v_2^2-g\,n_1(v_1-v_2).
\end{equation}
The exchanged momenta, $mn_1$ times the friction part of $F_1$ and $n_2$ times that of $F_2$, cancel. I marched these equations for $\mathrm{H_3^+}$ (species 1) and $\mathrm{N_2H^+}$ from $K_1=K_2=0.05$ and $a_1=0.4$. Neutrality was imposed at each step, without using (\ref{presheath}), until it demanded a step backwards. At that point $S$ was 1.000 for all three friction strengths:
\begin{center}
\begin{tabular}{ccccc}
$g$ & $a_1$ at edge & $K_1$ & $K_2$ & $v_1/v_2$\\ \hline
0 & 0.400 & 1.000 & 1.000 & 3.10\\
1 & 0.437 & 0.852 & 1.155 & 2.66\\
10 & 0.518 & 0.703 & 1.830 & 1.92
\end{tabular}
\end{center}
Friction draws the speeds together while the sum stays at one. It does so slowly: $v_1/v_2$ is still 1.48 at $g=100$ and 1.33 at $g=1000$, so this route has not reached the common speed. The rows also depend on the start; at $g=10$ the ratio is 2.06 from $K_1=K_2=0.02$ and 1.83 from 0.1. The edge composition also changes, because the march holds the fluxes fixed.

\textbf{Q.} Is there any reason to expect more friction than ordinary ion--ion collisions supply?

\textbf{A.} Two ion streams in relative motion can be unstable. Perturb a uniform plasma with waves of phase speed $u=\omega/k$ along the flow. Let $N_j$ be the relative density perturbation, $V_j$ the velocity perturbation and $\psi=e\tilde\phi/T_e$. Give the ions a pressure term with one-dimensional adiabatic index 3 and temperature $T_i$. Then
\begin{align}
(u-v_j)N_j&=V_j,\\
(u-v_j)V_j&=c_j^2\psi+(3T_i/M_j)N_j,\\
(1+k^2\lambda_D^2)\psi&=\sum_ja_jN_j .
\end{align}
Eliminate $V_j$, solve for $N_j$, and cancel $\psi$:
\begin{equation}
1+k^2\lambda_D^2=\sum_j\frac{a_jc_j^2}{(u-v_j)^2-3T_i/M_j}.
\end{equation}
For cold ions and $u=0$ this reads $k^2\lambda_D^2=S-1$, the standing oscillation found earlier. A complex $u$ means growth. For the wafer example below, at the individual Bohm speeds, the fastest growth found for waves along the flow is 9.5 per microsecond, both for cold ions and for $T_i=0.05$ eV. In one e-folding time an $\mathrm{N_2H^+}$ ion moves 271 $\mu$m and an $\mathrm{H_3^+}$ ion 0.84 mm. Both distances are well below the 4.14 mm mean free path, so in this fluid estimate the waves would have room to grow if the ion speeds changed little over that length. Close to the edge they do change: in the drag presheath above, $K=0.5$ lies only $0.15\lambda=0.64$ mm upstream, comparable to the wavelength of 0.55 to 0.67 mm. The estimate also omits Landau damping. For Maxwellian ions at 0.05 eV it lowers the rate to about 8.5 per microsecond at the Bohm speeds and, at the same density, to about 2.6 at half those speeds. Saturation, which limits the resulting friction, is omitted too. It therefore shows a possible source of extra friction, not its strength.

\section{Ions arriving at a floating wafer}

\textbf{Q.} Does the choice matter to someone depositing a film?

\textbf{A.} Consider an $\mathrm{N_2/H_2}$ plasma of the kind used in plasma-enhanced atomic layer deposition of nitrides, reduced to two ions. Take $T_e=2$ eV, $n_0=10^{10}$ cm$^{-3}$, 40\% $\mathrm{H_3^+}$ and 60\% $\mathrm{N_2H^+}$ at the edge, and a 5 s plasma step. These values are held fixed while the point on the marginal curve changes. The Bohm speeds are 7.989 and 2.579 km/s, and the floors (\ref{lower}) are 5.053 and 1.997 km/s. The common speed is
\begin{equation}
v=\sqrt{0.4(7.989)^2+0.6(2.579)^2}=5.43\ \mathrm{km/s}.
\end{equation}
An intermediate point has $v_1=6.50$ km/s. Its first term is $0.4(7.989/6.50)^2=0.6043$, leaving 0.3957 for the second, so $v_2=2.579\sqrt{0.6/0.3957}=3.18$ km/s.

At the Bohm speeds the flux is
\begin{equation}
\Gamma=10^{10}(0.4\times7.989+0.6\times2.579)\times10^5=4.74\times10^{15}\ \mathrm{cm^{-2}s^{-1}} .
\end{equation}
A floating wafer draws no net current. Equating $\Gamma$ to the electron flux $\tfrac14n_0\bar v_ee^{-\eta_w}$, with $\bar v_e=\sqrt{8T_e/(\pi m_e)}$, gives
\begin{equation}
\eta_w=\ln\frac{n_0\bar v_e}{4\Gamma},\qquad E_j=\tfrac12M_jv_j^2+T_e\eta_w ,
\end{equation}
where $E_j$ is the impact energy. The results are:
\begin{center}
\begin{tabular}{lccc}
 & Bohm & between & common\\ \hline
Flux ($10^{15}$ cm$^{-2}$s$^{-1}$) & 4.74 & 4.51 & 5.43\\
$\mathrm{H_3^+}$ share of flux & 0.67 & 0.58 & 0.40\\
Floating drop (V) & 7.82 & 7.92 & 7.55\\
$E$ of $\mathrm{H_3^+}$ (eV) & 8.8 & 8.6 & 8.0\\
$E$ of $\mathrm{N_2H^+}$ (eV) & 8.8 & 9.4 & 12.0\\
$\mathrm{N_2H^+}$ dose (nm$^{-2}$) & 77 & 95 & 163
\end{tabular}
\end{center}

\textbf{Q.} The flux falls and then rises. Is that an accident?

\textbf{A.} It reflects (\ref{fluxbound}). The least flux on this curve is $4.503\times10^{15}$ cm$^{-2}$s$^{-1}$, and the intermediate point happens to lie close to it. The total flux at the common speed is 15\% above its value at the Bohm speeds, but the heavy-ion dose is larger by a factor of 2.1. The impact energy of the heavy ion rises from 8.8 to 12.0 eV, because it enters with 4.4 eV instead of 1.0 eV. These ratios hold for a fixed edge density and composition. If the fluxes are fixed instead, as in the presheath march, the doses do not change at all; with the Bohm-case fluxes the common speed would be 6.72 km/s at $a_1=0.67$, and the heavy ion would enter with 6.8 eV. The total current is a poor test between the two tabulated cases. Density and current must be known to well within 15\%, and $T_e$ and the composition must be known too: at the Bohm speeds, $a_1=0.53$ or a $T_e$ higher by 31\% gives the same flux as the common speed does here. The Bohm flux also recurs on the curve at $v_1=5.82$, $v_2=4.03$ km/s, with 1.56 times the heavy-ion dose.

\section{Where the criterion gives way}

\textbf{Q.} Real ions are not cold, and a real edge has a field. How much survives?

\textbf{A.} For warm ions, treat each narrow range of speeds as a cold beam. Then $1/v_j^2$ in $S$ becomes its average over the distribution. For a flat-topped distribution between $v_j-w_j$ and $v_j+w_j$, where $w_j<v_j$,
\begin{equation}
\left\langle\frac1{v^2}\right\rangle=\frac1{2w_j}\left(\frac1{v_j-w_j}-\frac1{v_j+w_j}\right)=\frac1{v_j^2-w_j^2}.
\end{equation}
Its variance is $w_j^2/3=T_i/M_j$, so $M_jv_j^2$ is replaced by $M_jv_j^2-3T_i$. With $T_i=0.05$ eV, $S$ at the Bohm speeds becomes $2/(2-0.15)=1.081$. Raising both speeds by 3.7\% restores $S=1$. A distribution with many ions near zero speed needs separate treatment, since the average can diverge.

With an edge field $E_0$, in units of $T_e/(e\lambda_D)$, (\ref{first}) becomes $\eta'^2/2=E_0^2/2+W$. A case with $S>1$ can then pass if $E_0^2>-2\min W$. For both ions 10\% below their Bohm speeds, $S=1/0.81=1.235$ and the required field is 9.6 V/cm. The presheath scale $T_e/(e\lambda)$ is 4.8 V/cm, half as large, but the field steepens near the edge. With the neutral drag used above, (\ref{presheath}) gives $1/(S-1)=4.3$ times this scale at the same $S$, an upper estimate because neutrality is already failing there. Departures of order 10\% in speed are thus not excluded here; the criterion sharpens as $\lambda_D/\lambda\to0$.

\textbf{Q.} And the reactor itself?

\textbf{A.} The parameters are rough, and the ion composition depends on gas mixture, power and pressure. I used 10 mTorr, gas at 400 K and a collision cross-section of $10^{-14}$ cm$^2$ for both ions. The Debye length is then 105 $\mu$m. For the Bohm case, the distance from $\eta=0.3$ to the wafer is 651 $\mu$m, or 0.16 mean free path, so roughly 15\% of the ions collide there and many of those arrive with less energy. The starting point is a choice, since the tail fades algebraically: from $\eta=0.1$ the distance is 1.05 mm and the fraction 22\%. Keeping the drag $v_j^2/\lambda$ in Poisson's equation lowers the mean impact energy from 8.8 to about 7.7 eV, so the tabulated energies are already somewhat high at this pressure. At 100 mTorr, with the other inputs fixed, the same distance would be 1.6 mean free paths. The collisionless sheath, and with it the tabulated impact energies, would then fail.

The loss of electrons is a smaller omission in this example. Electrons that reach the wafer do not return, which removes $\tfrac12\mathrm{erfc}\sqrt{\eta_w}=0.26\%$ of the Boltzmann density at the edge. A third ion adds a third term to $S$, and the convexity proof is unchanged. Replacing $\mathrm{N_2H^+}$ by $\mathrm{NH_4^+}$ for one tenth of the total ion density moves the common speed from 5.43 to 5.47 km/s. A radio-frequency bias on the wafer would alter the wall potential and widen the sheath, so the floating-wafer energies do not carry over to it. The numerical output below gives the remaining intermediate values.

\section*{Numbers as computed}
\begin{verbatim}
Te 2.0 eV, Ti 0.05 eV, edge density 1.0e+10 cm^-3
fractions H3+ 0.4, N2H+ 0.6; masses 3.024, 29.022 u
pressure 10.0 mTorr, gas 400.0 K, cross-section 1e-14 cm^2
Bohm speeds c: H3+ 7.989, N2H+ 2.579 km/s
lower bounds on v: H3+ 5.053, N2H+ 1.997 km/s
Debye length 105.1 um, ion mean free path 4.14 mm
[Bohm] v: H3+ 7.989, N2H+ 2.579 km/s
  terms of S: 0.4000 + 0.6000 = 1.0000; b = 1.000
  entry energy: H3+ 1.000, N2H+ 1.000 eV
  ion flux 4.743e+15 cm^-2 s^-1, H3+ share 0.674
  floating drop 7.82 V; impact H3+ 8.82, N2H+ 8.82 eV
  dose in 5.0 s: total 237.1, N2H+ 77.4 ions/nm^2
  width from eta=0.3 to wall 651 um = 0.157 mfp
[between] v: H3+ 6.500, N2H+ 3.175 km/s
  terms of S: 0.6043 + 0.3957 = 1.0000; b = 1.261
  entry energy: H3+ 0.662, N2H+ 1.516 eV
  ion flux 4.505e+15 cm^-2 s^-1, H3+ share 0.577
  floating drop 7.92 V; impact H3+ 8.58, N2H+ 9.44 eV
  dose in 5.0 s: total 225.3, N2H+ 95.3 ions/nm^2
  width from eta=0.3 to wall 624 um = 0.151 mfp
[common] v: H3+ 5.433, N2H+ 5.433 km/s
  terms of S: 0.8649 + 0.1351 = 1.0000; b = 2.351
  entry energy: H3+ 0.463, N2H+ 4.440 eV
  ion flux 5.433e+15 cm^-2 s^-1, H3+ share 0.400
  floating drop 7.55 V; impact H3+ 8.01, N2H+ 11.99 eV
  dose in 5.0 s: total 271.7, N2H+ 163.0 ions/nm^2
  width from eta=0.3 to wall 514 um = 0.124 mfp
least total flux on S=1: 4.503e+15 cm^-2 s^-1
presheath march (g = ion-ion friction strength, dimensionless):
  g= 0.0: H3+ fraction 0.400, K 1.000, 1.000, v ratio 3.098, S 1.000
  g= 1.0: H3+ fraction 0.437, K 0.852, 1.155, v ratio 2.662, S 1.000
  g=10.0: H3+ fraction 0.518, K 0.703, 1.830, v ratio 1.921, S 1.000
speeds 10% below Bohm: S = 1.235, needs edge field 9.59 V/cm
presheath field scale Te/(e mfp) = 4.83 V/cm
ion temperature raises S at the Bohm speeds from 1 to 1.0811
  speeds must rise by 3.68 % to restore S = 1
electrons lost to wall: 0.258 % of edge density
0.1 of N2H+ fraction turned to NH4+: common speed 5.433 -> 5.470 km/s
two-stream growth at Bohm speeds, cold ions: 9.53 per us, e-fold length 271 um
two-stream growth at Bohm speeds, Ti=0.05 eV: 9.52 per us, e-fold length 271 um
checks: wall field 1.77484 (solved), 1.77484 (formula)
  S=0.4667: decay rate 0.7303, sqrt(1-S) 0.7303
  S=1.4667: wavenumber 0.6831, sqrt(S-1) 0.6831
  random pairs: 1082 with S<=1, 1902 with S>1.01
\end{verbatim}
